# The four-index integral transformation and occupied batching in MP2, part 1

(Sections cited here and not found follow in the second part.)

For the copper dimer in a basis of 62 functions, the second-order Møller–Plesset (MP2) correlation energy of the valence electrons is $-0.60768035$ hartree, or $-16.5358$ eV. The two-electron integrals over molecular orbitals that enter this energy are defined by sums containing $1.9471\times10^{12}$ terms altogether, yet the same integrals are obtained with 150 053 640 multiply-add operations and no approximation. That operation count stays the same, to the last digit, whether the main working arrays of the calculation take 5.543 MiB or 0.618 MiB. What changes is the amount of data read from storage, 3 814 209 numbers in the first case and 41 956 299 in the second. The saving of four orders of magnitude comes mainly from doing the four sums one at a time and storing each intermediate result, which gives a factor of about 2400 even in the worst sequence; the sequence in which the sums are taken and the symmetry of the integrals together add a further factor of about five. The trade between memory and reading comes from the way the occupied index enters the energy.

### Conventions and the cost model

Hartree atomic units are used. There are $N$ real basis functions $\chi_\mu(\mathbf r)$, called atomic orbitals (AO), and real molecular orbitals (MO)

$$\phi_p(\mathbf r)=\sum_{\mu=1}^{N} C_{\mu p}\,\chi_\mu(\mathbf r).$$

Greek letters label basis functions, $p,q,r,s$ any molecular orbitals, $i,j$ occupied orbitals that are correlated and $a,b$ virtual (empty) orbitals. There are $O$ active occupied and $V$ virtual spatial orbitals. If core orbitals are frozen, that is left out of the correlation treatment, then $O+V<N$, so $N$, $O$ and $V$ are kept as three separate numbers with $O+V\le N$. We assume $O<V$, as in the example below; the opposite case is taken up at the end. Two-electron integrals are written in chemists' notation,

$$(pq|rs)=\iint \phi_p(\mathbf r_1)\phi_q(\mathbf r_1)\,\frac{1}{r_{12}}\,\phi_r(\mathbf r_2)\phi_s(\mathbf r_2)\,d^3r_1\,d^3r_2 ,$$

and $(\mu\nu|\lambda\sigma)$ is the same expression with basis functions. Three symmetries follow for real functions. The product $\chi_\mu\chi_\nu$ commutes, so $(\mu\nu|\lambda\sigma)=(\nu\mu|\lambda\sigma)$. The same holds for the second pair, $(\mu\nu|\lambda\sigma)=(\mu\nu|\sigma\lambda)$. Renaming the integration variables $\mathbf r_1\leftrightarrow\mathbf r_2$ gives $(\mu\nu|\lambda\sigma)=(\lambda\sigma|\mu\nu)$.

Work is counted in multiply-adds, one multiply-add being the update $s\leftarrow s+xy$. The product of an $m\times k$ matrix with a $k\times n$ matrix has $mn$ elements, each a sum of $k$ products, and costs $mkn$. All arrays are treated as dense, with no use of point-group symmetry and no neglect of small integrals. Memory is counted in words of 8 bytes, one double-precision number each; 1 MiB is $2^{20}$ bytes and 1 GiB is $2^{30}$ bytes. "Conventional" MP2 means that the AO integrals have been computed once and lie on external storage, from which they are read as needed.

### The transformation as a single sum

Inserting the expansion for each of the four orbitals and taking the constant coefficients out of the integral gives

$$(pq|rs)=\sum_{\mu=1}^N\sum_{\nu=1}^N\sum_{\lambda=1}^N\sum_{\sigma=1}^N C_{\mu p}C_{\nu q}C_{\lambda r}C_{\sigma s}\,(\mu\nu|\lambda\sigma). \tag{1}$$

With all four MO indices running over $N$ orbitals there are $N^4$ results. Each is a sum over $N^4$ quadruples $(\mu,\nu,\lambda,\sigma)$. Read literally, (1) has $N^4\cdot N^4=N^8$ terms, and each term needs four multiplications and one addition. For $N=62$ this is $2.1834\times10^{14}$ terms.

The waste is visible in one example. The product $C_{\mu p}(\mu\nu|\lambda\sigma)$ does not depend on $q$, $r$ or $s$, yet the literal evaluation forms it again for each of the $N^3$ triples $(q,r,s)$.

### Four quarter transformations

Each coefficient in (1) carries exactly one summation index. A factor that does not depend on a summation index can be taken outside that sum by the distributive law, and finite sums may be done in any order. Of the four coefficients only $C_{\mu p}$ depends on $\mu$, so

$$(pq|rs)=\sum_{\nu\lambda\sigma}C_{\nu q}C_{\lambda r}C_{\sigma s}\Big[\sum_\mu C_{\mu p}(\mu\nu|\lambda\sigma)\Big].$$

Of the remaining three only $C_{\nu q}$ depends on $\nu$, and after that only $C_{\lambda r}$ depends on $\lambda$, so the same move twice more gives

$$(pq|rs)=\sum_\sigma C_{\sigma s}\Big[\sum_\lambda C_{\lambda r}\Big[\sum_\nu C_{\nu q}\Big[\sum_\mu C_{\mu p}(\mu\nu|\lambda\sigma)\Big]\Big]\Big]. \tag{2}$$

The brackets alone leave the eighth power in place. Evaluated afresh for each of the $N^4$ results, they need $N^4+N^3+N^2+N$ multiplications per result in place of $4N^4$, a gain of less than a factor of four. The large saving comes from noting which indices each bracket depends on, computing it once for every value of those indices, and storing it:

$$(p\nu|\lambda\sigma)=\sum_\mu C_{\mu p}(\mu\nu|\lambda\sigma),\qquad (pq|\lambda\sigma)=\sum_\nu C_{\nu q}(p\nu|\lambda\sigma),$$

$$(pq|r\sigma)=\sum_\lambda C_{\lambda r}(pq|\lambda\sigma),\qquad (pq|rs)=\sum_\sigma C_{\sigma s}(pq|r\sigma). \tag{3}$$

Each intermediate is itself a Coulomb integral, with some of the four functions molecular orbitals and the rest basis functions. Each still has four indices, because every step removes one AO index and supplies one MO index. Each of the four quarter transformations therefore produces $N^4$ numbers, each a sum of $N$ products, and costs $N^4\cdot N=N^5$ multiply-adds. The total is

$$W_{\rm full}=4N^5,\qquad \frac{N^8}{4N^5}=\frac{N^3}{4}. \tag{4}$$

For $N=62$, $4N^5=3.6645\times10^{9}$ and the ratio is 59 582. The ratio understates the gain, since it compares terms of four multiplications with multiply-adds of one. The price is that intermediates must be stored. In the plain implementation a step reads one array of $N^4$ words and writes another, so $2N^4$ words are held, 29 552 672 for $N=62$. When all ranges equal $N$, a step can instead overwrite its array $N$ numbers at a time through a buffer of $N$ words, so $N^4+N$ words suffice. The one-step sum needs no intermediate and can deliver its results one by one, though it too has $N^4$ inputs and $N^4$ results.

A halfway scheme is exact but saves less. One forms the pair coefficients $C_{\mu p}C_{\nu q}$ and contracts both indices of a pair together, $(pq|\lambda\sigma)=\sum_{\mu\nu}C_{\mu p}C_{\nu q}(\mu\nu|\lambda\sigma)$. This has $N^4$ results with $N^2$ terms each, and the two half steps cost $2N^6$. The rule is that a step which sums $k$ indices at once costs $N^{4+k}$, so only $k=1$ reaches the fifth power.

These counts were checked by evaluating both (1) and (3) with explicit scalar loops on random arrays, a counter being advanced for every term. The two results agreed to rounding, and the counters read 256 and 128 for $N=2$, 6561 and 972 for $N=3$, and 65 536 and 4096 for $N=4$. Doubling $N$ from 2 to 4 multiplies the counts by $65536/256=2^8$ and $4096/128=2^5$, that is, exponents 8.000 and 5.000. The random arrays had none of the symmetries of Coulomb integrals, which shows that (4) rests on distributivity alone.

### The integrals that MP2 needs

The starting point is the second-order energy of Rayleigh–Schrödinger theory with the sum of Fock operators as the unperturbed Hamiltonian and canonical Hartree–Fock orbitals with energies $\varepsilon_p$. Only doubly excited determinants couple to the Hartree–Fock determinant. With capital letters for spin orbitals, the determinant with $I,J$ replaced by $A,B$ has coupling $(IA|JB)-(IB|JA)$ and denominator $D_{IJAB}=\varepsilon_I+\varepsilon_J-\varepsilon_A-\varepsilon_B$, which is negative. Summing over all $I,J,A,B$ counts each distinct determinant ($I<J$, $A<B$) four times, and terms with $I=J$ or $A=B$ vanish, so

$$E=\frac14\sum_{IJAB}\frac{\big[(IA|JB)-(IB|JA)\big]^2}{D_{IJAB}}. \tag{5}$$

Expanding the square gives $(IA|JB)^2+(IB|JA)^2-2(IA|JB)(IB|JA)$. In the second term rename $A\leftrightarrow B$. The denominator is symmetric in $A$ and $B$, so the second term sums to the same value as the first, and

$$E=\frac12\sum_{IJAB}\frac{(IA|JB)^2}{D_{IJAB}}-\frac12\sum_{IJAB}\frac{(IA|JB)(IB|JA)}{D_{IJAB}}.$$

For a closed shell each spatial orbital appears with both spins and the same energy. The spin integration makes $(IA|JB)$ equal to the spatial integral $(ia|jb)$ when $I$ and $A$ have the same spin and $J$ and $B$ have the same spin, and zero otherwise. In the first sum the spins of $I$ and $J$ are free, which gives $2\times2=4$ equal contributions and a factor $\tfrac12\cdot4=2$. In the second sum $(IB|JA)$ demands in addition that $I$ and $B$ share a spin, so all four spins are equal, which leaves 2 contributions and a factor $\tfrac12\cdot2=1$. Hence

$$E=\sum_{i=1}^{O}e_i,\qquad e_i=\sum_{j=1}^{O}\sum_{a,b=1}^{V}\frac{(ia|jb)\,\big[2(ia|jb)-(ib|ja)\big]}{D_{ijab}},\qquad D_{ijab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b. \tag{6}$$

Two facts in (6) shape the algorithm. Only integrals of the type occupied–virtual–occupied–virtual occur, $O^2V^2$ of them. And both integrals in a term, $(ia|jb)$ and $(ib|ja)$, carry the same $i$ in the first place. For fixed $i$ and $j$ define the $V\times V$ matrix $K^{ij}_{ab}=(ia|jb)$; then $(ib|ja)=K^{ij}_{ba}$ is an element of its transpose. The quantity $e_i$ needs only the $OV^2$ integrals with that one $i$, and they can be discarded once $e_i$ is known. Assembling the energy takes $O^2V^2$ terms, a fourth-power cost that is small beside the transformation.

For this subset the one-step sum has $O^2V^2$ results of $N^4$ terms each, $O^2V^2N^4$ in all. It is still of eighth order in the size of the system but it is not $N^8$. For the copper dimer, with $O=11$ and $V=33$, it is the $1.9471\times10^{12}$ quoted at the start.

### The order of the quarter steps

The four sums in (2) can be nested in any of $4!=24$ orders. When all target ranges equal $N$ the order is immaterial. Now two indices go to a range $O$ and two to a range $V$. Let $d_1,d_2,d_3,d_4$ be the target ranges in the order in which the steps are done. After step $k$ the array has $k$ MO indices and $4-k$ AO indices, hence $d_1\cdots d_k\,N^{4-k}$ elements, each a sum of $N$ products. The cost is

$$W=\sum_{k=1}^4 d_1\cdots d_k\,N^{5-k}=d_1N^4+d_1d_2N^3+d_1d_2d_3N^2+d_1d_2d_3d_4N. \tag{7}$$

Setting every $d_k=N$ returns $4N^5$.

To find the cheapest order, exchange steps $k$ and $k+1$. A term $m<k$ contains neither $d_k$ nor $d_{k+1}$. A term $m\ge k+1$ contains the product $d_kd_{k+1}$, which is symmetric. Only term $k$ changes, and

$$W_{\rm after}-W_{\rm before}=d_1\cdots d_{k-1}\,(d_{k+1}-d_k)\,N^{5-k}.$$

If somewhere $d_{k+1}<d_k$, the exchange lowers the cost strictly, so that order is not the cheapest. The cheapest order therefore has $d_1\le d_2\le d_3\le d_4$, which for $O<V$ is $(O,O,V,V)$:

$$W_{\min}=ON^4+O^2N^3+O^2VN^2+O^2V^2N. \tag{8}$$

Either occupied index may go first and either virtual index third, so $2\times2=4$ of the 24 orders reach the minimum. The reason is simple: the steps that shrink the array most should come while it is largest. All 24 orders were executed on a random array with $N=6$, $O=2$, $V=4$. All gave the same integrals, exactly four were cheapest, and the extremes were

$$2\cdot6^4+2^2\cdot6^3+2^2\cdot4\cdot6^2+2^2\cdot4^2\cdot6=2592+864+576+384=4416,$$

$$4\cdot6^4+4^2\cdot6^3+4^2\cdot2\cdot6^2+4^2\cdot2^2\cdot6=5184+3456+1152+384=10176,$$

the second being the order $(V,V,O,O)$.

### Pair symmetry and the stored table

Because of the two pair symmetries only $\lambda\ge\sigma$ and $\mu\ge\nu$ need be kept. The number of pairs with $\lambda\ge\sigma$ is $1+2+\dots+N$,

$$P=\frac{N(N+1)}{2}.$$

We take the AO integrals to be stored as a table of $P\times P$ words, one row for each pair $\lambda\ge\sigma$, the row holding $(\mu\nu|\lambda\sigma)$ for all $\mu\ge\nu$. The third symmetry makes the table symmetric, so only $P(P+1)/2$ entries differ, but the algorithms below want a complete row at a time and the full square is assumed. A row is unpacked into the symmetric $N\times N$ matrix $M^{\lambda\sigma}_{\mu\nu}=(\mu\nu|\lambda\sigma)$; unpacking copies numbers and involves no arithmetic.

The symmetry in $\lambda\sigma$ survives as long as neither $\lambda$ nor $\sigma$ has been touched. Applying $\sum_\mu C_{\mu i}$ to both sides of $(\mu\nu|\lambda\sigma)=(\mu\nu|\sigma\lambda)$ gives $(i\nu|\lambda\sigma)=(i\nu|\sigma\lambda)$, and applying $\sum_\nu C_{\nu a}$ gives $(ia|\lambda\sigma)=(ia|\sigma\lambda)$. Any step done before $\lambda$ is transformed needs only $P$ pairs in place of $N^2$, a factor $P/N^2=(N+1)/(2N)$, slightly more than one half. The exchange argument above assumed no symmetry. With it there is a contest: transforming $\nu\to a$ second keeps the symmetry for two steps but breaks the rule of small ranges first, while transforming $\lambda\to j$ second obeys the rule and gives up the symmetry after one step. Both choices are counted below.

### Two batched algorithms

Divide the $O$ occupied orbitals into batches of $B$, the last possibly smaller. The number of batches is $\lceil O/B\rceil$, the smallest integer not below $O/B$. Let $b\le B$ be the size of the current batch, $C_o$ the $N\times O$ matrix of active occupied coefficients, $C_b$ its $N\times b$ part for the batch, and $C_v$ the $N\times V$ matrix of virtual coefficients.

Scheme H completes the first pair of indices, a half transformation, before the second pair is begun. For one batch:

1. For each pair $\lambda\ge\sigma$, read the row and unpack it into $M$. Form $X=C_b^{T}M$, with $X_{i\nu}=(i\nu|\lambda\sigma)$, at a cost $b\cdot N\cdot N$.
2. Still for that pair, form $Y=XC_v$, with $Y_{ia}=(ia|\lambda\sigma)$, at a cost $b\cdot N\cdot V$, and copy $Y$ into an array of $bVP$ words.
3. When all pairs are done, take each $i$ of the batch and each $a$, and unpack the $P$ numbers $(ia|\lambda\sigma)$ into the symmetric matrix $M$. Form $Z=C_o^TM$, with $Z_{j\sigma}=(ia|j\sigma)$, at a cost $O\cdot N\cdot N$.
4. Form $ZC_v$, with elements $(ia|jb)$, at a cost $O\cdot N\cdot V$, and place it in an array $K$ of $OV^2$ words. When all $a$ are done for this $i$, evaluate $e_i$ and reuse $K$ for the next $i$.

Steps 1 and 2 occur $P$ times per batch and steps 3 and 4 occur $bV$ times. The batch costs $bN^2P+bVNP+bV\cdot ON^2+bV\cdot ONV$. Every term is proportional to $b$, and the batch sizes add up to $O$, so the sum over batches replaces $b$ by $O$:

$$W_H=ON^2P+OVNP+O^2VN^2+O^2V^2N. \tag{9}$$

The arrays held for the largest batch are the half-transformed integrals, $K$, $M$, $X$, $Y$ and $Z$:

$$M_H=BVP+OV^2+N^2+BN+BV+ON. \tag{10}$$

Scheme Q follows the order $(O,O,V,V)$. For one batch:

1. For each pair $\lambda\ge\sigma$, read, unpack, form $X=C_b^TM$ at a cost $bN^2$, and copy it into an array $(i\nu|\lambda\sigma)$ of $bNP$ words.
2. For each $i$ of the batch and each $\nu$, unpack $(i\nu|\lambda\sigma)$ into $M$ and form $C_o^TM$, with elements $(i\nu|j\sigma)$, at a cost $ON^2$. For one $i$ these fill $ON^2$ words.
3. For that $i$, regard $(i\nu|j\sigma)$ as a matrix with $N$ rows $\nu$ and $ON$ columns $(j\sigma)$ and multiply by $C_v^T$ from the left. This gives $(ia|j\sigma)$, $OVN$ words, at a cost $V\cdot N\cdot ON$.
4. Regard the result as a matrix with $VO$ rows $(aj)$ and $N$ columns $\sigma$ and multiply by $C_v$ from the right. This gives $(ia|jb)$, $OV^2$ words, at a cost $VO\cdot N\cdot V$. Evaluate $e_i$.

Step 1 occurs $P$ times per batch, step 2 occurs $bN$ times, and steps 3 and 4 occur $b$ times. Again every term is linear in $b$, and

$$W_Q=ON^2P+O^2N^3+O^2VN^2+O^2V^2N, \tag{11}$$

$$M_Q=BNP+N^2+BN+ON^2+OVN+OV^2. \tag{12}$$

Equation (11) is (8) with the first term reduced from $ON^4$ to $ON^2P$. Neither memory count includes the coefficient matrices, the orbital energies, the index table used for unpacking or the buffer of $P$ words that receives a row as it is read. These are of order $N^2$ words or less and do not depend on $B$.

The two operation counts differ only in the second term. $W_Q<W_H$ means $O^2N^3<OVNP$. Dividing by $ON$ gives $ON^2<VP=VN(N+1)/2$, and dividing by $N^2$ gives

$$W_Q<W_H\quad\Longleftrightarrow\quad O<\frac{V(N+1)}{2N}, \tag{13}$$

roughly $O<V/2$. In memory H always has the smaller coefficient of $B$, $VP+V+N$ against $NP+N$, because the large array is stored after the range of $\nu$ has shrunk from $N$ to $V$. It also has the smaller fixed part, since $ON<ON^2+OVN$.

### What batching costs

In either scheme each batch needs every row of the table once, since step 1 sums over all $\mu$ for all $\nu,\lambda,\sigma$ whichever $i$ are present. The number of words read is

$$R=\lceil O/B\rceil\,P^2. \tag{14}$$

The arithmetic is not repeated because the batched index is the one transformed first, so that every intermediate carries $i$ and belongs to exactly one batch. Batching an index that is transformed later loses this property. If $j$ were batched in scheme H, steps 1 and 2 would contain no $j$, and they would either be repeated for every batch or have to be stored whole at $OVP$ words, which is the storage that batching was meant to avoid. Batching the virtual index $a$ is possible, because $(ib|ja)=(ja|ib)$ is the integral of the same batch with $i$ and $j$ exchanged, but it costs more. If $i$ is still transformed first, step 1 contains no $a$ and is repeated for every batch. If $a$ is transformed first, nothing is repeated, but step 1 costs $bN^2$ per pair with batch sizes adding up to $V$, that is $VN^2P$ in place of $ON^2P$, which enlarges the dearest step by the factor $V/O$.

Step 1 performs $bN^2P$ multiply-adds on $P^2$ words read, or $bN^2/P=2bN/(N+1)\approx2b$ per word. A small batch does little arithmetic for each number fetched. The operation count is fixed while $R$ grows as $B$ shrinks, and the storage device limits the speed once reading $R$ words takes longer than the arithmetic of the steps that consume the rows. This is the reason for making $B$ as large as memory allows. For scheme H and a limit of $M_{\rm lim}$ words, (10) gives the condition $B(VP+N+V)+OV^2+N^2+ON\le M_{\rm lim}$, and $B$ is an integer not above $O$, so

$$B_{\max}=\min\left(O,\ \left\lfloor\frac{M_{\rm lim}-OV^2-N^2-ON}{VP+N+V}\right\rfloor\right). \tag{15}$$

If this is below 1 the scheme does not fit. Only the number of passes $n=\lceil O/B_{\max}\rceil$ matters for $R$, so the batch $\lceil O/n\rceil\le B_{\max}$ achieves the same reading with no more memory, and with less whenever it is smaller than $B_{\max}$.

The limits are instructive. For $B=O$ there is one pass and the memory is about $OVN^2/2$, fourth order in system size. For $B=1$ there are $O$ passes and the memory is about $VN^2/2+OV^2$, third order, while the reading grows to about $ON^4/4$ words, fifth order like the arithmetic. If the molecule grows at fixed basis quality, $N$, $O$ and $V$ grow in proportion and every term of (9) and (11) is of fifth order. If the basis grows for a fixed molecule, $O$ is constant, $V/N\to1$, and the cost is of fourth order in $N$. In that limit the second term of (9) approaches the first, so $W_H\to ON^4$ while $W_Q\to ON^4/2$.

Taken one index at a time, the transformation costs fifth-order work, and batching the occupied index that is transformed first trades memory against reading without adding arithmetic. What remains is to bound the rounding and input errors, test both schemes on the copper dimer, count the cost for a system ten times larger, and see where the counts stop applying.
